# Why magic-angle spinning leaves second-order quadrupolar broadening

**Question.** Rotating a powder about an axis at 54.74° to the magnetic field averages away interactions that depend on orientation as a second-rank tensor. The electric field gradient at a nucleus is such a tensor. Why, then, does the central transition $m=\tfrac12\leftrightarrow-\tfrac12$ of a half-integer quadrupolar nucleus stay broad under magic-angle spinning? How broad does it stay, and would another angle do better?

**Answer.**

## The mechanism

The central transition has no quadrupolar shift at first order. Its leading shift comes from second-order perturbation theory, which uses the field gradient twice. A product of two second-rank tensors can contain a fourth-rank part, and rotation about an axis at angle $\theta$ to the field multiplies a part of rank $l$ by the Legendre polynomial $P_l(\cos\theta)$. The magic angle is the zero of $P_2$. It is not a zero of $P_4$, so the fourth-rank part survives, reduced but not removed.

## The Hamiltonian and its first order

Take one spin $I=\tfrac32,\tfrac52,\dots$ with energies in frequency units and the field along the laboratory $z$ axis:

$$H=-\nu_0 I_z+A\sum_{ij}V_{ij}I_iI_j,\qquad A=\frac{C_Q}{2I(2I-1)}.$$

Here $\nu_0$ is the Larmor frequency and $C_Q\ll\nu_0$ is the quadrupolar coupling constant. The tensor $V$ is symmetric and traceless, with principal values $-(1-\eta)/2$, $-(1+\eta)/2$ and $1$, where $0\le\eta\le1$. Chemical-shift anisotropy and dipolar couplings are left out.

Write $a=I(I+1)$. In the state $|m\rangle$ both $I_x^2$ and $I_y^2$ have the mean $(a-m^2)/2$, and $V_{xx}+V_{yy}=-V_{zz}$. Hence

$$E_m^{(1)}=-V_{zz}A\,\frac{a-m^2}{2}+V_{zz}A\,m^2=\frac{A V_{zz}}{2}(3m^2-a).$$

This is even in $m$, so it cancels between $m=\pm\tfrac12$. It does not cancel in the satellite transition between $-\tfrac12$ and $-\tfrac32$, whose shift is $3AV_{zz}$. That shift is linear in $V$, has rank 2, and is what the magic angle averages to zero.

## The second order

The off-diagonal terms follow from $I_x=(I_++I_-)/2$ and $I_y=(I_+-I_-)/2i$. The coefficient of $I_+I_z+I_zI_+$ is $Av_1$ and that of $I_+^2$ is $Av_2$, with

$$v_1=\frac{V_{xz}-iV_{yz}}{2},\qquad v_2=\frac{V_{xx}-V_{yy}}{4}-\frac{iV_{xy}}{2}.$$

The Hermitian conjugates lower $m$. The energy denominator for $m\to m'$ is $E_m-E_{m'}=\nu_0(m'-m)$.

Start from $m=\tfrac12$. The one-step term has the squared matrix element $(2m+1)^2[a-m(m+1)]=4a-3$ upwards. Downwards it carries $(2m-1)^2=0$. Its contribution is $A^2|v_1|^2(4a-3)/\nu_0$.

The two-step terms lead to $\tfrac52$ and $-\tfrac32$, with denominators $2\nu_0$ and $-2\nu_0$:

$$\frac{A^2|v_2|^2}{2\nu_0}\left(a-\tfrac34\right)\left[\left(a-\tfrac{15}4\right)-\left(a+\tfrac14\right)\right]=-\frac{A^2|v_2|^2}{2\nu_0}(4a-3).$$

For $I=\tfrac32$ the state $m=\tfrac52$ does not exist, and the factor $a-\tfrac{15}4$ is then zero, as it must be. Adding both parts,

$$E_{1/2}^{(2)}=\frac{A^2(4a-3)}{\nu_0}\left(|v_1|^2-\tfrac12|v_2|^2\right).$$

Changing $m$ to $-m$ exchanges upward and downward steps and reverses the denominators, so $E_{-1/2}^{(2)}=-E_{1/2}^{(2)}$. The shift of the line, $\delta=E_{-1/2}-E_{1/2}-\nu_0$, is therefore $-2E_{1/2}^{(2)}$ at this order.

## The shift as a function of the field direction

Let $\mathbf n$ be the unit vector of the field as seen from the crystal, and define

$$s=\mathbf n\cdot V\mathbf n=V_{zz},\qquad w=\mathbf n\cdot V^2\mathbf n=V_{xz}^2+V_{yz}^2+V_{zz}^2,\qquad N=\operatorname{tr}V^2=\frac{3+\eta^2}{2}.$$

The first two give $|v_1|^2=(w-s^2)/4$. For $v_2$, use $V_{xx}+V_{yy}=-s$, so that $V_{xx}^2+V_{yy}^2=[s^2+(V_{xx}-V_{yy})^2]/2$. The trace then reads

$$N=\tfrac12 s^2+\tfrac12(V_{xx}-V_{yy})^2+2V_{xy}^2+s^2+2(w-s^2).$$

The two terms containing $V_{xx}-V_{yy}$ and $V_{xy}$ add up to $8|v_2|^2$. Hence $|v_2|^2=(N+\tfrac12s^2-2w)/8$, and

$$|v_1|^2-\tfrac12|v_2|^2=\frac{12w-9s^2-2N}{32}.$$

The shift becomes

$$\delta(\mathbf n)=-K\,(12w-9s^2-2N),\qquad K=\frac{A^2[4I(I+1)-3]}{16\nu_0}.$$

This is an even polynomial of degree four in $\mathbf n$. On the unit sphere such a function contains ranks 0, 2 and 4 and no others.

To separate them, let $M=V^2-N/3$, which is traceless. Then $w=N/3+\mathbf n\cdot M\mathbf n$. The square $s^2$ needs more care. Extend it to any vector $\mathbf x$ as $S^2$, with $S=\mathbf x\cdot V\mathbf x$. Because $\nabla S=2V\mathbf x$ and $\nabla^2S=0$,

$$\nabla^2S^2=2|\nabla S|^2=8\,\mathbf x\cdot V^2\mathbf x=8\,\mathbf x\cdot M\mathbf x+\tfrac83N x^2.$$

A pure rank-4 function is a quartic with zero Laplacian. Since $\nabla^2(x^2\,\mathbf x\cdot M\mathbf x)=14\,\mathbf x\cdot M\mathbf x$ and $\nabla^2x^4=20x^2$, the parts to subtract have coefficients $8/14=4/7$ and $(8N/3)/20=2N/15$. The rank-4 part is

$$F_4(\mathbf n)=s^2-\tfrac47\,\mathbf n\cdot M\mathbf n-\tfrac{2N}{15}.$$

Substitution gives the constant $4N-\tfrac65N-2N=\tfrac45N$ and the rank-2 coefficient $12-\tfrac{36}7=\tfrac{48}7$:

$$\delta(\mathbf n)=-K\left[\tfrac45N+\tfrac{48}7\,\mathbf n\cdot M\mathbf n-9F_4(\mathbf n)\right].$$

## What spinning does

Seen from the crystal, $\mathbf n$ moves on a cone of half-angle $\theta$ about the rotor axis $\mathbf r$. Expand a rank-$l$ function in spherical harmonics with $\mathbf r$ as polar axis. The average over azimuth keeps the axially symmetric harmonic, which is proportional to $P_l(\cos\theta)$. At $\theta=0$ the average is the value at $\mathbf r$, and $P_l(1)=1$. The average is thus $P_l(\cos\theta)$ times the value at $\mathbf r$:

$$\bar\delta=-K\left[\tfrac45N+\tfrac{48}7P_2(\cos\theta)\,\mathbf r\cdot M\mathbf r-9P_4(\cos\theta)F_4(\mathbf r)\right].$$

This requires rotation slow compared with $\nu_0$, so that the spin follows its levels. Rotation fast compared with the static width keeps the spinning sidebands weak. The widths given below for a spinning sample are those of the centreband.

With $P_2(x)=(3x^2-1)/2$ and $P_4(x)=(35x^4-30x^2+3)/8$, the magic angle, $\cos^2\theta=\tfrac13$, gives

$$P_2=0,\qquad P_4=\tfrac18\left(\tfrac{35}9-10+3\right)=-\tfrac7{18},\qquad \bar\delta=-K\left[\tfrac45N+\tfrac72F_4(\mathbf r)\right].$$

The zeros of $P_4$ are at $\cos^2\theta=(15\pm2\sqrt{30})/35$, or 30.56° and 70.12°. There $P_2$ is 0.6123 and $-0.3266$, so the rank-2 part returns.

## The width for any spin and asymmetry

In a powder $\mathbf r$ is spread uniformly over the sphere, and the rms width needs the mean squares of the two anisotropic parts. Averages of powers of $s$ follow from a vector $\mathbf x$ with three independent standard normal components. The cumulants of $\mathbf x\cdot V\mathbf x$ are $2^{k-1}(k-1)!\operatorname{tr}V^k$, as the logarithm of its generating function $\prod_i(1-2t\lambda_i)^{-1/2}$ shows, with $\lambda_i$ the eigenvalues of $V$. For a traceless $3\times3$ matrix the characteristic equation $V^3=\tfrac N2V+\det V$ gives $\operatorname{tr}V^4=N^2/2$. The second moment is $2N$, and the fourth is $48\cdot N^2/2+3(2N)^2=36N^2$. Dividing by $\langle x^4\rangle=15$ and $\langle x^8\rangle=945$ gives the averages over directions:

$$\langle s^2\rangle=\frac{2N}{15},\qquad\langle s^4\rangle=\frac{4N^2}{105}.$$

The first rule applied to $M$, with $\operatorname{tr}M^2=N^2/2-N^2/3=N^2/6$, gives $\langle(\mathbf n\cdot M\mathbf n)^2\rangle=N^2/45$. Different ranks are orthogonal on the sphere, so

$$\langle F_4^2\rangle=N^2\left(\frac4{105}-\frac{16}{49\cdot45}-\frac4{225}\right)=\left(\frac{4N}{35}\right)^2.$$

The powder rms width under spinning at $\theta$ is therefore

$$\Delta_{\rm rms}=KN\sqrt{\tfrac{256}{245}P_2^2(\cos\theta)+\tfrac{1296}{1225}P_4^2(\cos\theta)}.$$

Both terms are non-negative, $N>0$, and $P_2$ and $P_4$ have no common zero. No single angle can remove the broadening. At the magic angle,

$$\Delta_{\rm rms}=KN\cdot\tfrac{36}{35}\cdot\tfrac7{18}=\tfrac25KN.$$

The isotropic shift is $-\tfrac45KN$. At second order the remaining rms width is thus half the size of the isotropic shift, whatever the values of $I$ and $\eta$.

## An axially symmetric case

For $\eta=0$, let $\beta$ be the angle between the symmetry axis of $V$ and the relevant direction, and $c=\cos\beta$. Then $N=\tfrac32$, $s=P_2(c)$, $w=(1+3c^2)/4$ and $F_4=\tfrac{18}{35}P_4(c)$. Without spinning, the direction is that of the field and

$$\delta=-\tfrac94K(1-c^2)(9c^2-1).$$

This runs from $-4K$ at $c^2=\tfrac59$ to $+\tfrac94K$ at $c=0$, a full width of $\tfrac{25}4K$. At the magic angle, the direction is that of the rotor axis and

$$\bar\delta=-K\left[\tfrac65+\tfrac95P_4(c)\right].$$

Since $P_4$ runs from $-\tfrac37$ at $c^2=\tfrac37$ to $1$ at $c=1$, the full width is $\tfrac95\cdot\tfrac{10}7K=\tfrac{18}7K$.

## Numbers

Take $I=\tfrac52$, $C_Q=3.0$ MHz, $\eta=0$ and $\nu_0=100$ MHz as round model parameters. Then $A=3.0/20=0.150$ MHz and $4I(I+1)-3=32$, so

$$K=\frac{(0.150\ \text{MHz})^2\times32}{16\times100\ \text{MHz}}=450\ \text{Hz}.$$

The isotropic shift is $-1.2K=-540$ Hz, or $-5.40$ ppm of $\nu_0$. At the magic angle, crystallites with $\beta=0°$, 49.11° and 90° have shifts of $-1350.0$, $-192.9$ and $-843.8$ Hz. Diagonalizing the full $6\times6$ Hamiltonian at 20 rotor phases and averaging the transition frequency gives the same values to within 0.1 Hz.

Spinning at the magic angle reduces the full width from 2812.5 to 1157.1 Hz, a factor of 2.43. The rms width falls from 978.8 to 270.0 Hz, or 2.70 ppm.

The satellite transition shows the contrast. For $\beta=0$, with the field along the symmetry axis, its static shift is $3A=450$ kHz. With the rotor axis there instead, set at the magic angle, $V_{zz}=P_2(\cos\theta)$ is zero at every rotor phase, and the shift that remains, $-0.18$ kHz, comes from orders beyond the first. For other crystallites $V_{zz}$ oscillates during the rotation, and the cone rule makes its average vanish.

The averaging can also be followed in time. Solving the Schrödinger equation in 4096 short steps through one rotor period, at a spinning rate of 20 kHz, gives a central-transition shift of $-710.6$ Hz for one arbitrarily oriented crystallite. The formula gives $-710.8$ Hz. The gap of 0.2 Hz comes from the finite spinning rate $\nu_r$. Under rotation $v_1$ and $v_2$ oscillate at multiples $k\nu_r$, and the denominators become $\nu_0(m'-m)-k\nu_r$. This adds a term of order $K\nu_r/\nu_0$ whose sign follows the sense of rotation: turning the other way gives $-710.9$ Hz.

Other angles change the balance between the two ranks:

| Rotor angle | rms width (Hz) |
|---|---:|
| 30.56° | 422.5 |
| 54.74° | 270.0 |
| 64.94° | 193.0 |
| 70.12° | 225.4 |

The third angle minimizes the rms formula. For this interaction alone it is better than the magic angle, and so is 70.12°. The price is that first-order rank-2 shifts are no longer removed: at 70.12° they are multiplied by $-0.3266$.

## What does remove the broadening

Two angles can do what one cannot. If the sample turns about an inner axis at $\theta_1$ to an outer axis, which itself turns at $\theta_2$ to the field, the cone rule applies twice. When the two phases are averaged independently, rank $l$ is multiplied by $P_l(\cos\theta_1)P_l(\cos\theta_2)$. With 54.74° and 30.56° one factor vanishes for rank 2 and the other for rank 4. This is double rotation.

Alternatively, the axis can spend equal times at two angles, with the magnetization stored while it moves. With $x$ and $y$ the two values of $\cos^2\theta$, cancellation of rank 2 needs $x+y=\tfrac23$. Cancellation of rank 4 needs $35(x^2+y^2)-30(x+y)+6=0$, or $x^2+y^2=\tfrac25$. Then $xy=\tfrac12(\tfrac49-\tfrac25)=\tfrac1{45}$, and

$$\cos^2\theta=\tfrac13\pm\sqrt{\tfrac4{45}},$$

which gives 37.38° and 79.19°. In both methods the isotropic second-order shift remains, because $P_0=1$.

A stronger field also helps, since $K\propto1/\nu_0$. At 200 MHz the full width under magic-angle spinning is 578.6 Hz, half the earlier value, and its ratio to $\nu_0$ falls fourfold.

The rank argument holds at second order. Third order varies as $\nu_0^{-2}$, which is unchanged when the field is reversed. Time reversal exchanges $m$ with $-m$ and reverses the field, so this order shifts $m=\pm\tfrac12$ equally and drops out of the central transition. Time reversal also reverses the rotation, so this argument does not exclude the finite-rate term of order $K\nu_r/\nu_0$. That term falls as $\nu_0^{-2}$, and for the crystallite propagated above it is 0.19 Hz, against 0.01 Hz from fourth order. In the limit $\nu_r/\nu_0\to0$ the next correction is of fourth order and falls as $\nu_0^{-3}$. It contains four factors of $V$ and can hold ranks up to 8, so the two-angle methods need not remove it. Relative to the second-order shift it grows as $(C_Q/\nu_0)^2$ at fixed $I$, with a coefficient that falls as $I$ rises. At $C_Q=\nu_0$ and $\eta=0$ the largest error of the static formula is about 5% of the full width for $I=\tfrac32$, 2% for $I=\tfrac52$ and 0.5% for $I=\tfrac92$.

All numerical values are calculated from the stated model.
